# Roughness and dynamic exponents of fourth-order surface smoothing with deposition noise

## Result

A surface of height $h(\mathbf x,t)$ grows on a periodic $d$-dimensional substrate of side $L$. Heights are measured from the mean deposited thickness $Ft$, and the surface starts flat. It obeys

$$\partial_t h=-K\nabla^4h+\eta,\qquad \langle\eta\rangle=0,\qquad \langle\eta(\mathbf x,t)\eta(\mathbf x',t')\rangle=2D\,\delta^d(\mathbf x-\mathbf x')\,\delta(t-t'),$$

with $K>0$. Let $W^2$ be the ensemble mean of the spatial variance of $h$. For $d=1,2,3$,

$$W^2=\frac DK L^{4-d}\,\Phi_d\!\left(\frac{Kt}{L^4}\right),\qquad \Phi_d(\tau)=\frac1{(2\pi)^4}\sum_{\mathbf n\neq0}\frac{1-e^{-2(2\pi)^4|\mathbf n|^4\tau}}{|\mathbf n|^4},\tag{1}$$

where $\mathbf n$ runs over integer vectors. The two limits are

$$W^2\to A_d\frac DK L^{4-d}\ \ (t\to\infty),\qquad W^2\simeq C_d\frac DK(2Kt)^{(4-d)/4}\ \ (Kt\ll L^4).\tag{2}$$

With $W_{\rm sat}\propto L^\alpha$, saturation time $\propto L^z$ and early growth $W\propto t^\beta$, the exponents are

$$\alpha=\frac{4-d}2,\qquad z=4,\qquad \beta=\frac\alpha z=\frac{4-d}8 .$$

| $d$ | $A_d$ | $C_d$ | $Kt_\times/L^4$ |
|---|---|---|---|
| 1 | 0.0013889 | 0.384689 | $2.7694\times10^{-4}$ |
| 2 | 0.0038669 | 0.141047 | $3.7582\times10^{-4}$ |
| 3 | 0.0106075 | 0.062080 | $4.2620\times10^{-4}$ |

The crossover time $t_\times$ is where the two laws in (2) meet. On a lattice of spacing $a$ the results hold asymptotically, for $L\gg a$ and $t\gg a^4/K$. The exponent $\alpha$ describes the global width; the height difference between nearby points follows a different law for $d=1$ and $d=2$, derived below.

## Origin of the two terms

For small slopes, the chemical potential of a surface with isotropic surface energy is proportional to $-\nabla^2h$. Surface diffusion drives a current $\mathbf j\propto-\nabla\mu\propto\nabla\nabla^2h$, and conservation of material gives $\partial_th=-\nabla\cdot\mathbf j=-K\nabla^4h$. Smoothing only moves material around. Deposition adds material at random, so its noise is nonconserved. The random hops behind surface diffusion also make noise, but that noise is conserved and is left out here. For a surface stiffness $\gamma$ at temperature $T$, it would add to the variance of each mode a fraction $k_BTKk^2/(\gamma D)$ of the deposition part, which is negligible for waves with $k^2\ll\gamma D/(Kk_BT)$.

Let atoms of volume $v$ arrive independently at mean growth rate $F$. The number landing on substrate area $S$ in time $\Delta t$ is Poisson distributed, with mean and variance $FS\Delta t/v$. The deposited volume therefore has variance $v^2(FS\Delta t/v)=FvS\Delta t$. Integrating the noise correlation over the same area and time gives $2DS\Delta t$. Hence

$$2D=Fv.\tag{3}$$

In $d$ dimensions $S$ is a $d$-dimensional measure and $v$ a $(d+1)$-dimensional volume. The equation is linear, so $W^2$ needs only the second moment of the noise, which need not be Gaussian.

Rescaling shows which exponents to expect. Put $\mathbf x\to b\mathbf x$, $t\to b^zt$, $h\to b^\alpha h$. The time derivative scales as $b^{\alpha-z}$, the smoothing term as $b^{\alpha-4}$, and the noise as $b^{-(d+z)/2}$, because its correlation contains $d$ spatial delta functions and one temporal one. Unchanged $K$ requires $z=4$; unchanged $D$ requires $\alpha-z=-(d+z)/2$, so $\alpha=(z-d)/2=(4-d)/2$. This does not show that the width is finite without a short-distance cutoff, which the explicit solution settles.

## Solution mode by mode

Write

$$h(\mathbf x,t)=\sum_{\mathbf k}h_{\mathbf k}(t)e^{i\mathbf k\cdot\mathbf x},\qquad h_{\mathbf k}=L^{-d}\int d^dx\,h\,e^{-i\mathbf k\cdot\mathbf x},\qquad \mathbf k=2\pi\mathbf n/L.$$

Since $\nabla^4$ becomes $k^4$, each mode obeys $\dot h_{\mathbf k}=-Kk^4h_{\mathbf k}+\eta_{\mathbf k}$. The noise correlation is

$$\langle\eta_{\mathbf k}(t)\eta^*_{\mathbf k'}(t')\rangle=\frac{2D\,\delta(t-t')}{L^{2d}}\int d^dx\,e^{-i(\mathbf k-\mathbf k')\cdot\mathbf x}=\frac{2D}{L^d}\delta_{\mathbf k\mathbf k'}\delta(t-t').$$

With a flat start, $h_{\mathbf k}(t)=\int_0^te^{-Kk^4(t-s)}\eta_{\mathbf k}(s)\,ds$. Squaring and using the delta function in time leaves one integral. For $k\neq0$,

$$\langle|h_{\mathbf k}|^2\rangle=\frac{2D}{L^d}\int_0^te^{-2Kk^4(t-s)}ds=\frac{D}{L^d}\,\frac{1-e^{-2Kk^4t}}{Kk^4}.\tag{4}$$

For $k=0$ there is no damping, and $\langle h_0^2\rangle=2Dt/L^d$. This is the wandering of the mean height. It never saturates and must be kept out of the width.

Parseval's theorem gives the spatial variance as $L^{-d}\int(h-h_0)^2d^dx=\sum_{\mathbf k\neq0}|h_{\mathbf k}|^2$. Inserting (4) and $k^{-4}=L^4/[(2\pi)^4|\mathbf n|^4]$ turns the prefactor $L^{-d}$ into $L^{4-d}$ and gives (1).

At large $|\mathbf n|$ the number of integer vectors in a shell grows as $n^{d-1}dn$, so the tail behaves as $\int n^{d-5}dn$. It converges for $d<4$. Long waves then dominate the width, and the lattice spacing drops out at leading order.

## Saturated width

As $t\to\infty$ the exponentials vanish and

$$A_d=\frac1{(2\pi)^4}\sum_{\mathbf n\ne0}\frac1{|\mathbf n|^4}.$$

For $d=1$ the sum is $2\zeta(4)=\pi^4/45$, so $A_1=1/720$.

For $d=2$, group the vectors by $N=n_1^2+n_2^2$. Jacobi's two-square theorem gives their number as $4\sum_{j|N}\chi(j)$, where $\chi(j)=1,-1$ for $j\equiv1,3$ modulo 4 and $\chi=0$ for even $j$. Writing $N=jm$,

$$\sum_{\mathbf n\neq0}\frac1{|\mathbf n|^4}=4\sum_{j,m\ge1}\frac{\chi(j)}{j^2m^2}=4\,\zeta(2)\,\mathcal C,$$

where $\mathcal C=1-1/3^2+1/5^2-\dots$ is Catalan's constant.

For $d=3$ a rapidly convergent form is useful. From $|\mathbf n|^{-4}=\int_0^\infty s\,e^{-|\mathbf n|^2s}ds$,

$$A_d=\frac1{(2\pi)^4}\int_0^\infty s\,[\theta(s)^d-1]\,ds,\qquad \theta(s)=\sum_{m=-\infty}^{\infty}e^{-m^2s}.$$

For small $s$ use the identity $\theta(s)=\sqrt{\pi/s}\;\theta(\pi^2/s)$; a few terms then suffice everywhere.

The last modes to saturate are the $2d$ modes with $|\mathbf n|=1$. The final approach is therefore

$$W_{\rm sat}^2-W^2\simeq\frac DKL^{4-d}\frac{2d}{(2\pi)^4}\,e^{-2(2\pi)^4Kt/L^4}.$$

## Early growth

Define $f(\mathbf k)=(1-e^{-2Kk^4t})/k^4$, with $f(0)=2Kt$. Equation (1) is the sum over all modes minus the zero mode:

$$W^2=\frac DK\left[\frac1{L^d}\sum_{\mathbf k}f(\mathbf k)-\frac{2Kt}{L^d}\right].$$

Poisson summation gives $L^{-d}\sum_{\mathbf k}f(\mathbf k)=\sum_{\mathbf m}\tilde f(L\mathbf m)$, with $\tilde f(\mathbf r)=\int\frac{d^dk}{(2\pi)^d}f(\mathbf k)e^{i\mathbf k\cdot\mathbf r}$. The function $f$ is smooth, since it is a power series in $k^4$, and its derivatives are integrable. Repeated integration by parts shows that $\tilde f(\mathbf r)$ falls faster than any power of $r/(2Kt)^{1/4}$. The terms $\mathbf m\ne0$ are thus negligible when $L\gg(2Kt)^{1/4}$, and the term $\mathbf m=0$ is an ordinary integral.

Let $S_d=2\pi^{d/2}/\Gamma(d/2)$ be the area of the unit sphere and substitute $q=(2Kt)^{1/4}k$:

$$\int\frac{d^dk}{(2\pi)^d}f=\frac{S_d}{(2\pi)^d}(2Kt)^{(4-d)/4}\int_0^\infty q^{d-5}(1-e^{-q^4})\,dq.$$

Integrate by parts. The boundary term $q^{d-4}(1-e^{-q^4})/(d-4)$ behaves as $q^d$ at small $q$ and as $q^{d-4}$ at large $q$, so it vanishes at both ends. With $u=q^4$ the remainder is

$$\frac1{4-d}\int_0^\infty q^{d-4}\,4q^3e^{-q^4}dq=\frac1{4-d}\int_0^\infty u^{d/4-1}e^{-u}du=\frac{\Gamma(d/4)}{4-d}.$$

Therefore

$$W^2\simeq\frac DK C_d(2Kt)^{(4-d)/4}-\frac{2Dt}{L^d},\qquad C_d=\frac{S_d\,\Gamma(d/4)}{(2\pi)^d(4-d)}.\tag{5}$$

The leading finite-size correction is the removed variance of the mean height.

The growing surface has a correlation length of order $(Kt)^{1/4}$: shorter waves have saturated, while longer ones still accumulate noise. Growth ends when this length reaches a fixed fraction of $L$. Equating the two laws in (2) gives $2Kt_\times=L^4(A_d/C_d)^{4/(4-d)}$, or

$$t_\times=\frac{L^4}{2K}\left(\frac{A_d}{C_d}\right)^{4/(4-d)}.\tag{6}$$

The crossover is smooth. For $d=2$ the width at $t_\times$ is 0.8904 of its saturated value.

## Local height differences

Different modes are uncorrelated, so

$$G(\mathbf r)=\langle[h(\mathbf x+\mathbf r)-h(\mathbf x)]^2\rangle=2\sum_{\mathbf k\neq0}\langle|h_{\mathbf k}|^2\rangle(1-\cos\mathbf k\cdot\mathbf r).$$

The factor $1-\cos\mathbf k\cdot\mathbf r$ suppresses waves longer than $r$. Whether it does so strongly enough to remove $L$ depends on $d$. The following results are for the saturated surface.

**One dimension.** Differentiating the sum four times gives $G''''=2D/(KL)$ for $0<r<L$; this constant comes from the missing zero mode. The sum for $G'$ has terms of order $k^{-3}$ and converges to a continuous, odd, periodic function. Thus $G$ and $G'$ vanish at $r=0$ and $r=L$. A quartic with these two double roots and leading coefficient $2D/(24KL)$ is

$$G(r)=\frac{D}{12KL}r^2(L-r)^2=\frac{DL}{12K}\,r^2\left(1-\frac rL\right)^2.$$

Its average over $r$ is $DL^3/(360K)=2W_{\rm sat}^2$, as it must be. For $r\ll L$ the rms difference is linear in $r$, so the local exponent is 1 although $\alpha=3/2$. The mean square slope $DL/(12K)$ grows with $L$, and the small-slope equation loses its basis when $L$ approaches $12K/D$.

**Two dimensions.** For $1/L\ll k\ll1/r$, the angular average of $1-\cos\mathbf k\cdot\mathbf r\simeq(\mathbf k\cdot\mathbf r)^2/2$ is $k^2r^2/4$. These modes give

$$\frac{2D}{K}\int\frac{k\,dk}{2\pi}\,\frac{k^2r^2}{4k^4}=\frac{Dr^2}{4\pi K}\int\frac{dk}{k}.$$

Modes near either end of the range add terms of order $Dr^2/K$. Thus $G\simeq(Dr^2/4\pi K)[\ln(L/r)+\text{const}]$.

**Three dimensions.** The angular average is $1-\sin(kr)/(kr)$. For $r\ll L$ the sum becomes an integral, with relative error of order $r/L$ from the longest waves. With $q=kr$,

$$G\simeq\frac{Dr}{\pi^2K}\int_0^\infty\frac{q-\sin q}{q^3}dq.$$

One integration by parts, whose boundary terms vanish, gives $\frac12\int_0^\infty(1-\cos q)q^{-2}dq$. A second gives $\frac12\int_0^\infty(\sin q/q)\,dq=\pi/4$. So $G\simeq Dr/(4\pi K)$: the local exponent is $1/2$, equal to $\alpha$.

Mode sums were evaluated at $r/L=0.01$ and $0.02$. For $d=2$, the drop in $G/r^2$ from the smaller to the larger distance, divided by $\ln2$, removes the unknown constant. For $d=3$, twice $G/r$ at the smaller distance minus $G/r$ at the larger removes the correction of order $r/L$. This gave coefficients 0.079571 for the logarithm in $d=2$ and 0.079578 for the linear law in $d=3$, in units of $D/K$. The derived value is $1/(4\pi)=0.079577$.

## Where the exponents change

**Four dimensions and above.** At $d=4$, $S_4=2\pi^2$ and the saturated width is

$$W^2\simeq\frac DK\frac{2\pi^2}{(2\pi)^4}\int_{\sim1/L}^{\sim1/a}\frac{dk}{k}=\frac{D}{8\pi^2K}\ln\frac La+\text{const}.$$

Doubling $L$ should add $\ln2/(8\pi^2)=0.008779$ in units of $D/K$. A lattice going from 16 to 32 sites per side gave 0.008773. Above four dimensions the integral converges at small $k$, and the width tends to a constant set by the lattice spacing.

**A second-order term.** Adding $\nu\nabla^2h$ changes the damping rate to $\nu k^2+Kk^4$. For $\nu>0$ the new term dominates at lengths well beyond $\sqrt{K/\nu}$, where relaxation has $z=2$. In $d=1$ the saturated width at large $L$ is

$$W^2\simeq\frac DL\sum_{k\neq0}\frac1{\nu k^2}=\frac{DL}{4\pi^2\nu}\,2\zeta(2)=\frac{DL}{12\nu}.$$

For $\nu=0.1$, $K=D=1$ and $L=4096$ in lattice units this is 3413.3. The full lattice sum gave 3397.7, against $9.54\times10^7$ with $\nu=0$. A weak second-order term can thus change a large-scale result by orders of magnitude. For $\nu<0$, modes with $k^2<|\nu|/K$ grow exponentially. The substrate holds such a mode when $L>2\pi\sqrt{K/|\nu|}$, and the linear equation then has no saturated state.

## Implementation on a lattice

With the nearest-neighbour Laplacian applied twice, replace $Kk^4$ by

$$\mu_{\mathbf k}=K\left[\sum_{i=1}^d\frac{4}{a^2}\sin^2\frac{k_ia}2\right]^2 .$$

In an explicit time step $\Delta t$, the noise increment in each cell has variance $2D\Delta t/a^d$. The largest rate is $16d^2K/a^4$, and stability requires $\mu\Delta t<2$, hence $\Delta t<a^4/(8d^2K)$. The step multiplies a mode by $1-\mu\Delta t$ and adds variance $2D\Delta t/L^d$, so its stationary variance is

$$\frac{2D\Delta t/L^d}{1-(1-\mu\Delta t)^2}=\frac{D}{\mu L^d}\,\frac1{1-\mu\Delta t/2}.$$

The bias is largest for short waves. It disappears if each mode is instead multiplied by $e^{-\mu\Delta t}$ and given noise of variance $D(1-e^{-2\mu\Delta t})/(\mu L^d)$, keeping $h_{-\mathbf k}=h_{\mathbf k}^*$.

A real-space simulation with Poisson arrivals tested the mode solution, using 16 sites, 2500 samples and $\Delta t=0.04$ in units $K=D=a=1$. At $t=10$ and $100$ it gave $W^2=2.580$ and 5.904, against 2.517 and 5.858 from the lattice modes. The variance of the mean height at $t=100$ was 12.33, against $2Dt/L=12.50$. The two longest-wave components dominate $W^2$, so a sampling error a little below $1/\sqrt{2500}=2\%$ is expected. The finite time step also raises the expected values to 2.538 and 5.880, by 0.8% and 0.4%; the simulated widths lie within about one standard error of these.

When exponents are extracted from lattice data, differences of $W^2$ reduce the influence of the cutoff. For $d=3$ its leading contribution to the saturated $W^2$ is a constant, which cancels. For $d=1$ and $d=2$ it grows as $L$ and $\ln L$, more slowly than the main term $L^{4-d}$, so its effect on the exponent fades as $L$ increases. Three sizes, each double the last, give

$$2\alpha\simeq\log_2\frac{W^2(4L)-W^2(2L)}{W^2(2L)-W^2(L)}.$$

Lattice mode sums gave $2\alpha=2.9996$, 1.9997 and 0.9992 for $d=1,2,3$, starting from $L=64$, 64 and 32. The same construction at $t=16$, 256 and 4096, with the variance of the mean height added back and the logarithm taken to base 16, gave $2\beta=0.7491$, 0.4984 and 0.2478. Half-saturation times at $L=64$ and 128 gave $z=3.9997$, 4.0068 and 4.0416. The last is one percent above 4 at these sizes.

## Worked example

Take a two-dimensional substrate with the round parameters $F=1$ nm/s, $v=0.02$ nm³ and $K=1$ nm⁴/s. Equation (3) gives $D=0.01$ nm⁴/s. For $L=100$ nm,

$$W_{\rm sat}=\sqrt{0.01\times0.0038669}\times100\ \text{nm}=0.622\ \text{nm},$$

$$t_\times=3.7582\times10^{-4}\times10^8\ \text{s}=3.76\times10^4\ \text{s}.$$

| $L$ (nm) | $W_{\rm sat}$ (nm) | $t_\times$ (s) | rms difference across 10 nm (nm) |
|---|---|---|---|
| 100 | 0.622 | $3.76\times10^4$ | 0.398 |
| 200 | 1.244 | $6.01\times10^5$ | 0.462 |
| 400 | 2.487 | $9.62\times10^6$ | 0.519 |

At fixed $F$, $v$ and $K$, each doubling of $L$ doubles the width and multiplies the crossover time by 16. The squared local difference rises by 0.055 nm² per doubling, which is $Dr^2\ln2/(4\pi K)$ for $r=10$ nm.

For $L=400$ nm and $t=100$ s, the growth law gives $W^2=0.01\times0.141047\times\sqrt{200}=0.01995$ nm², or $W=0.1412$ nm. At 1600 s it gives 0.28247 nm, while the full sum gives 0.28211 nm. The difference in $W^2$ is $2.0\times10^{-4}$ nm², equal to the correction $2Dt/L^2$ in (5).

In real epitaxy an atomic volume near 0.02 nm³ is ordinary, but 1 nm/s is fast: molecular-beam growth is often nearer a few tenths of a nanometre per second or less. At fixed $K$ and fixed growth time, $W\propto\sqrt F$, so a tenfold lower flux reduces the width by a factor 3.2. The coefficient $K$ varies strongly with temperature and material, and 1 nm⁴/s is an illustrative choice. At $F=1$ nm/s, reaching the crossover for $L=100$ nm would need a film about 38 µm thick, far beyond typical molecular-beam layers, although some vapour-grown layers for power devices are that thick. For $L=100$ nm, the growth law gives the width in this model to within 2% for films up to about 1 µm. Widths below an atomic step height describe a coarse-grained surface, not individual terraces. Real surfaces may also break the assumption $\nu=0$. With $\nu=0.01$ nm²/s and $L=100$ nm, the variance of the longest waves falls by a factor $1+\nu L^2/(4\pi^2K)=3.5$ and that of shorter waves by less; the saturated width then lies between 0.33 and 0.62 nm. Thermal noise from surface diffusion, also left out, matters most for the small widths at early times. At 800 K with a surface stiffness of 1 J/m² and a lattice spacing of 0.27 nm, it would add 0.007 to 0.008 nm² to the $W^2=0.020$ nm² found above for $L=400$ nm at 100 s. The lower value is for a sharp cutoff at $k=\pi/a$, the higher for the nearest-neighbour lattice. In films thinner than roughly 10 nm (8 to 12 nm, depending on that cutoff) it would exceed the deposition part, so the growth law alone does not describe them. Nonlinear currents and step-edge barriers lie outside this linear estimate.

## Values computed for the example and the checks

```
Simulation, d=1, 16 sites, K=D=1 (lattice units)
 t=10: W^2 simulated 2.580, modes 2.517
 t=100: W^2 simulated 5.904, modes 5.858
 variance of mean height 12.33, 2Dt/L 12.50
Lattice exponents: 2*alpha, 2*beta, z (dimensionless)
 d=1: 2.9996, 0.7491, 3.9997
 d=2: 1.9997, 0.4984, 4.0068
 d=3: 0.9992, 0.2478, 4.0416
Amplitudes A_d, C_d and crossover K t_x/L^4 (dimensionless)
 d=1: A=0.0013889, C=0.384689, K t_x/L^4=2.7694e-04
 d=2: A=0.0038669, C=0.141047, K t_x/L^4=3.7582e-04
 d=3: A=0.0106075, C=0.062080, K t_x/L^4=4.2620e-04
Local roughness coefficients (units of D/K)
 d=2 logarithm 0.079571, d=3 linear 0.079578, 1/(4 pi) 0.079577
d=4, L 16 to 32: W^2 rise 0.008773, ln2/(8 pi^2) 0.008779 (lattice units)
d=1, nu=0.1, K=1, L=4096: W^2 3397.7, L/(12 nu) 3413.3, K alone 9.5444e+07
Example d=2: F=1.0 nm/s, v=0.02 nm^3, K=1.0 nm^4/s, D=0.01 nm^4/s
 L=100 nm: W_sat=0.6218 nm, t_x=3.7582e+04 s, F t_x=3.7582e+04 nm
   rms height difference across 10 nm: 0.3983 nm
 L=200 nm: W_sat=1.2437 nm, t_x=6.0131e+05 s, F t_x=6.0131e+05 nm
   rms height difference across 10 nm: 0.4623 nm
 L=400 nm: W_sat=2.4874 nm, t_x=9.6209e+06 s, F t_x=9.6209e+06 nm
   rms height difference across 10 nm: 0.5185 nm
 W(t_x)/W_sat = 0.8904
 L=400 nm, t=100 s: W=0.14119 nm, power law 0.14123 nm
 L=400 nm, t=1600 s: W=0.28211 nm, power law 0.28247 nm
```
